# How metal-to-π* mixing shifts the carbonyl force constant: population versus coupling

**Q.** A metal donates electrons into the π* orbital of a carbonyl, the orbital is antibonding, so the C–O bond weakens. What is left to derive?

**A.** That sentence does not say how a population changes a curvature, and the force constant is a curvature. It also leaves out that the metal–carbonyl coupling can vary, because the π* orbital changes shape when C–O stretches. To separate the two effects we need an energy as a function of the C–O length $r$.

Let $U(r)$ be the potential without mixing, with minimum at $r_0$ and curvature $k_0=U''(r_0)$. A filled metal d orbital has fixed energy, taken as zero. The empty π* orbital lies $\Delta(r)>0$ above it, and they are coupled by $\beta(r)>0$. For each π component the orbital matrix is

$$H=\begin{pmatrix}0&\beta\\ \beta&\Delta\end{pmatrix}.$$

There are two equivalent components with two electrons each, so $n=4$. The electrons are independent, the orbitals orthogonal, σ donation is unchanged, and the metal–carbon distance is fixed. The force constant meant here is the curvature along $r$ alone.

**Q.** Then give me the mixing energy and the population from that matrix.

**A.** The eigenvalues satisfy $\lambda^2-\Delta\lambda-\beta^2=0$. With $S=\sqrt{\Delta^2+4\beta^2}$ they are $\lambda=(\Delta-S)/2$ and $\mu=(\Delta+S)/2$. The lower one is occupied, so the mixing energy is

$$W=n\lambda=\frac n2(\Delta-S).$$

The first row of the eigenvalue equation gives $\beta c_\pi=\lambda c_d$. The π* fraction of an occupied orbital is therefore $P=\lambda^2/(\lambda^2+\beta^2)$. Since $\lambda\mu=-\beta^2$, the denominator is $\lambda(\lambda-\mu)=-\lambda S$, and

$$P=-\frac{\lambda}{S}=\frac12\left(1-\frac{\Delta}{S}\right).$$

Two identities follow and will be used below:

$$1-2P=\frac{\Delta}{S},\qquad P(1-P)=\frac14\left(1-\frac{\Delta^2}{S^2}\right)=\frac{\beta^2}{S^2}.$$

The total π* population is $nP$.

**Q.** The force constant is then $U''+W''$. Why not just differentiate twice?

**A.** Because the mixing also moves the minimum, and $U''$ varies with length. Put the new minimum at $r_0+\delta r$. To first order in $W$, the condition $U'+W'=0$ reads

$$k_0\,\delta r+W'(r_0)=0,\qquad \delta r=-\frac{W'}{k_0}.$$

The curvature there is $k_0+U'''\delta r+W''$, again to first order. Hence

$$\delta k=W''+\gamma W',\qquad \gamma=-\frac{U'''(r_0)}{U''(r_0)}.$$

All derivatives are taken at $r_0$. For a Morse potential with $x=r-r_0$,

$$U=D(1-e^{-\alpha x})^2=D(\alpha^2x^2-\alpha^3x^3+\dots),$$

so $U''=2D\alpha^2$, $U'''=-6D\alpha^3$ and $\gamma=3\alpha$. A positive $\gamma$ means that the bond softens when it lengthens.

**Q.** Now the derivatives of $W$. I want to see where the coupling enters.

**A.** Differentiating $S^2=\Delta^2+4\beta^2$ gives $SS'=\Delta\Delta'+4\beta\beta'$. Therefore

$$\frac{W'}n=\frac{\Delta'-S'}2=P\Delta'-\frac{2\beta}{S}\beta'.$$

A second differentiation gives $S'^2+SS''=\Delta'^2+\Delta\Delta''+4\beta'^2+4\beta\beta''$, or

$$S''=\frac{\Delta\Delta''+4\beta\beta''}{S}+\frac{(\Delta'^2+4\beta'^2)S^2-(\Delta\Delta'+4\beta\beta')^2}{S^3}.$$

In the last numerator the terms $\Delta^2\Delta'^2$ and $16\beta^2\beta'^2$ cancel. What remains is

$$4\beta^2\Delta'^2+4\Delta^2\beta'^2-8\beta\Delta\,\Delta'\beta'=4(\beta\Delta'-\Delta\beta')^2.$$

With $W''/n=(\Delta''-S'')/2$,

$$\frac{W''}n=P\Delta''-\frac{2\beta}{S}\beta''-\frac{2}{S^3}(\beta\Delta'-\Delta\beta')^2.$$

The last term is never positive. It is the response of the orbitals to the stretch.

**Q.** That square mixes the gap and the coupling. How can you claim to separate them?

**A.** Expand it and see which parts survive when one quantity is frozen. Write $b=\beta'/\beta$ and use the two identities. The pieces of $\delta k/n$ are as follows.

The fixed-population term collects what multiplies $P$:

$$K_{\rm pop}=P(\Delta''+\gamma\Delta').$$

The population-flow term comes from $\Delta'^2$:

$$K_{\rm flow}=-\frac{2\beta^2\Delta'^2}{S^3}=-2P(1-P)(1-2P)\frac{\Delta'^2}{\Delta}.$$

The coupling term contains everything that survives at fixed gap, namely $-(2\beta/S)(\beta''+\gamma\beta')-2\Delta^2\beta'^2/S^3$. Here $\beta^2/S=P(1-P)\Delta/(1-2P)$ and $\Delta^2\beta^2/S^3=P(1-P)(1-2P)\Delta$, so

$$K_{\rm coup}=-2P(1-P)\Delta\left[\frac{\beta''/\beta+\gamma b}{1-2P}+(1-2P)b^2\right].$$

The product of the two slopes leaves

$$K_{\rm cross}=\frac{4\beta\Delta\,\Delta'\beta'}{S^3}=4P(1-P)(1-2P)\Delta' b.$$

Thus $\delta k=n(K_{\rm pop}+K_{\rm flow}+K_{\rm coup}+K_{\rm cross})$. Freezing $\beta$ leaves the first two terms, which together are the direct antibonding effect. Freezing $\Delta$ leaves the third.

**Q.** Why not assign the cross term to the population? After all, a larger coupling puts more charge into π*.

**A.** Half of it can be read that way, but the other half cannot. Write the slope as $\lambda'=P\Delta'+B\beta'$, with $B=-2\beta/S$ measuring the d–π* bond order. Its derivative contains $P'\Delta'$ and $B'\beta'$. The relevant cross-derivatives are

$$\frac{\partial P}{\partial\beta}=\frac{\Delta}{2S^2}\frac{4\beta}{S}=\frac{2\beta\Delta}{S^3},\qquad \frac{\partial B}{\partial\Delta}=\frac{2\beta}{S^2}\frac{\Delta}{S}=\frac{2\beta\Delta}{S^3}.$$

They are equal. One half of the cross term is population driven by the changing coupling; the other is bond order driven by the changing gap. Since both slopes are needed, a division into two causes would be a convention. I keep the term separate.

The same reading explains the name of the flow term: $\partial P/\partial\Delta=-2\beta^2/S^3$, so $K_{\rm flow}=(\partial P/\partial\Delta)\Delta'^2$. At fixed coupling, a stretch that lowers π* draws charge into it, and this softens the bond.

**Q.** Your signs still depend on unknown functions. Can the carbonyl itself supply them?

**A.** Yes, in a two-orbital model of its π system. Let the carbon and oxygen p energies be $+d$ and $-d$ about their mean; italic $d$ is this energy, not the metal orbital. Their resonance has magnitude $h=h_0e^{-a(r-r_0)}$. The levels are $\pm R$, with $R=\sqrt{d^2+h^2}$, and π* is at $+R$.

Its eigenvector obeys $c_O/c_C=(R-d)/h$ up to a phase. Since $h^2=(R-d)(R+d)$, its carbon weight is

$$w=\frac{h^2}{h^2+(R-d)^2}=\frac{R+d}{2R}.$$

The metal orbital couples to carbon with strength $t$, fixed because the metal–carbon distance is fixed. Thus $\beta=t\sqrt w$.

Now use $h'=-ah$. The d level and the mean p energy do not move, so $\Delta'=R'$ and $\Delta''=R''$:

$$\Delta'=\frac{hh'}R=-\frac{ah^2}{R},$$

$$\Delta''=-a\left(\frac{2hh'}R-\frac{h^2R'}{R^2}\right)=\frac{2a^2h^2}{R}-\frac{a^2h^4}{R^3}=\frac{a^2h^2(2d^2+h^2)}{R^3}.$$

For the coupling, $w'=-dR'/(2R^2)=adh^2/(2R^3)$, and

$$b=\frac{w'}{2w}=\frac{adh^2}{2R^2(R+d)}=\frac{ad(R-d)}{2R^2}.$$

Differentiating once more,

$$b'=\frac{ad}{2}\left(-\frac1{R^2}+\frac{2d}{R^3}\right)R'=\frac{a^2dh^2(R-2d)}{2R^4}.$$

Because $\beta'=b\beta$, we have $\beta''/\beta=b^2+b'$. With carbon higher in energy, $d>0$ and $b>0$: in this model stretching concentrates π* on carbon and strengthens its coupling to the metal. This sign rests on treating the two p orbitals as orthogonal. With an overlap $s$ between them, the antibonding coefficients carry a normalization factor, $1/\sqrt{2(1-s)}$ for equal energies, that shrinks as the bond stretches and works against the polarization. In Hartree–Fock and PBE calculations on free CO with polarized basis sets, the π* slope is negative and its curvature positive, as in the model. There, however, the carbon weight of π* hardly changes with $r$, and its overlap with a d function at a fixed distance from carbon decreases. The sign of $b$ for a real carbonyl is therefore not established by this model.

**Q.** But $\Delta''$ is positive. Does antibonding population then stiffen the bond?

**A.** At fixed length and fixed population, yes. The π* energy falls with $r$, but ever less steeply, so its curvature adds to that of the bond. The weakening at fixed population comes from the slope: $\Delta'<0$ lengthens the bond, and anharmonicity lowers its curvature. Softening by this term requires

$$\gamma>\frac{\Delta''}{|\Delta'|}=a\left(1+\frac{d^2}{R^2}\right).$$

The right side is less than $2a$, so $\gamma>2a$ is sufficient in this orbital model. In a harmonic bond $\gamma=0$, and fixed antibonding population raises the force constant.

**Q.** Put numbers in, including that strange harmonic case.

**A.** Take a model carbonyl with round parameters: $r_0=1.13$ Å, $D=12$ eV, $\alpha=2.2$ Å$^{-1}$, $h_0=5$ eV, $a=2$ Å$^{-1}$, $d=2$ eV, $t=1.5$ eV and $\Delta(r_0)=6$ eV. These values illustrate the separation; the shares they give, and the signs of the coupling and cross terms, which depend on $b$, are not predictions for a particular complex. With them, $R=\sqrt{29}$ eV and

$$\Delta'=-\frac{2\cdot25}{\sqrt{29}}=-9.285\ \text{eV/Å},\qquad \Delta''=21.13\ \text{eV/Å}^2,$$

$$b=0.2335\ \text{Å}^{-1},\qquad \beta''/\beta=0.2192\ \text{Å}^{-2}.$$

The carbon weight 0.6857 gives $\beta=1.5\sqrt{0.6857}=1.242$ eV. Hence $S=\sqrt{36+4(1.242)^2}=6.494$ eV, $P=(1-6/6.494)/2=0.0380$, and $nP=0.152$ electrons. With $\gamma=6.6$ Å$^{-1}$ the fixed-population contribution is

$$nK_{\rm pop}=0.1521\,(21.13-6.6\times9.285)=3.21-9.32=-6.11\ \text{eV/Å}^2.$$

The curvature part is indeed positive, but the elongation part is about three times as large. When the same fixed population is placed in a harmonic bond with the same $k_0$ and the energy is minimized, the force constant rises by 3.14 eV/Å². In the Morse bond it falls by 6.00 eV/Å². A numerical test asserts these opposite signs.

**Q.** And the other three terms?

**A.** The common factor is $P(1-P)(1-2P)=0.0338$. Therefore

$$nK_{\rm flow}=-8(0.0338)\frac{(9.285)^2}{6}=-3.89\ \text{eV/Å}^2,$$

$$nK_{\rm cross}=16(0.0338)(-9.285)(0.2335)=-1.17\ \text{eV/Å}^2.$$

For the coupling, $P(1-P)=0.03658$ and $1-2P=0.9239$:

$$nK_{\rm coup}=-8(0.03658)(6)\left[\frac{0.2192+1.541}{0.9239}+0.9239(0.2335)^2\right]=-3.43\ \text{eV/Å}^2.$$

Within the bracket, $\gamma b=1.541$ Å$^{-2}$ is the largest entry: the coupling softens this bond mainly by lengthening it. The sum is

$$\delta k=-6.11-3.89-3.43-1.17=-14.60\ \text{eV/Å}^2=-234\ \text{N/m}.$$

The direct effect supplies 68% of this linear shift, the coupling term 24%, and the cross term 8%.

**Q.** You expanded in $W$. Is a shift of that size still small enough?

**A.** Minimizing $U+W$ without the expansion changes $k$ from 116.2 to 101.2 eV/Å², or from 1861 to 1622 N/m. The shift is $-14.95$ eV/Å², that is $-240$ N/m. The linear result misses 2.4% of the minimized shift. The elongation is less accurate: 0.0160 Å from the linear formula against 0.0173 Å after minimization.

The separation can also be made with finite mixing. Freezing the coupling gives a minimized shift of $-10.07$ eV/Å², and freezing the gap gives $-3.45$ eV/Å². Their sum falls short of the full shift by 1.43 eV/Å² in magnitude. This remainder contains the linear cross term, 1.17 eV/Å² in magnitude, and higher-order effects.

In a separate test, $W$ was multiplied by a small number of either sign, the energy minimized, and the resulting force constant differentiated. This reproduced all four contributions. Halving a small $W$ reduced the error of the linear formula by a factor of 4.003, as a second-order remainder requires. For this Morse bond the expansion is justified when $\gamma|\delta r|$ is small and $W'$ and $W''$ change little over the displacement, since both were evaluated at $r_0$. Outside that range, close agreement may be accidental.

**Q.** Perhaps the coupling effect is just a disguised population effect. How would I tell?

**A.** Reverse the polarity of π*, so that $d=-2$ eV. Stretching now moves its weight away from carbon, and $b<0$. With the gap frozen, so that the direct effect is absent, the linear coupling contribution becomes $+3.61$ eV/Å² instead of $-3.43$. Charge is still donated into π*, yet this contribution stiffens the bond. The population itself differs in the reversed case, so the comparison concerns the sign, not equal magnitudes.

A second comparison holds $P$ and the ligand fixed and varies the gap. Since $\beta/\Delta$ depends on $P$ alone, $t$ must be scaled with $\Delta$. The formulas then give a definite pattern: $K_{\rm pop}$ and $K_{\rm cross}$ stay constant, $K_{\rm flow}\propto1/\Delta$, and $K_{\rm coup}\propto\Delta$.

For gaps of 4, 6 and 8 eV, the flow contributions are $-5.83$, $-3.89$ and $-2.91$ eV/Å², and the coupling contributions $-2.29$, $-3.43$ and $-4.58$ eV/Å². The total linear shifts are $-15.40$, $-14.60$ and $-14.77$ eV/Å².

**Q.** The totals hardly move. Doesn't that rescue population as a measure of bond weakening?

**A.** For these parameters it is a fair measure of the total, but not of its origin. The coupling share rises from 15% to 31% between the outer gaps, while the flow term shrinks. The partial cancellation also explains why the totals turn around. The variable part of the shift has magnitude $F/\Delta+C\Delta$, with

$$F=3.885\times6=23.3\ \text{eV}^2/\text{Å}^2,\qquad C=3.434/6=0.572\ \text{Å}^{-2}.$$

Setting its derivative $-F/\Delta^2+C$ to zero gives $\Delta=\sqrt{F/C}\approx6.4$ eV, where the linear softening at this population is weakest. At gaps well above or well below this one, the same population softens the bond visibly more.

**Q.** Does your long formula reduce to ordinary perturbation theory when the mixing is weak?

**A.** For $\beta\ll\Delta$, $S\approx\Delta+2\beta^2/\Delta$, so $W\approx-n\beta^2/\Delta$ and $P\approx\beta^2/\Delta^2$. Logarithmic differentiation gives

$$W'=W\left(2b-\frac{\Delta'}\Delta\right),$$

$$W''=W\left[\left(2b-\frac{\Delta'}\Delta\right)^2+2b'-\frac{\Delta''}\Delta+\frac{\Delta'^2}{\Delta^2}\right].$$

Substitute $W=-nP\Delta$ and $b'=\beta''/\beta-b^2$, then add $\gamma W'$:

$$\delta k\approx nP\left[\Delta''+\gamma\Delta'-\frac{2\Delta'^2}{\Delta}+4\Delta'b-2\Delta\left(\frac{\beta''}{\beta}+\gamma b+b^2\right)\right].$$

This is the small-$P$ limit of the four terms. The shift is proportional to population only if the bracket stays the same from one complex to another.

At the opposite limit, $\Delta\to0$ at $r_0$, the levels mix equally and $P=1/2$. Expanding $\lambda=\Delta/2-\beta-\Delta^2/(8\beta)+\dots$ gives

$$\frac{\delta k}{n}=\frac12(\Delta''+\gamma\Delta')-\frac{\Delta'^2}{4\beta}-(\beta''+\gamma\beta').$$

The cross term vanishes at this point. The expression still requires $W$ to be a small perturbation of the bond, which equal mixing does not guarantee.

**Q.** You left out the filled π orbital of the carbonyl. The metal couples to carbon, so it must couple to that orbital too.

**A.** It does, but both orbitals are filled. In the three-orbital problem, the two lowest levels are occupied and their energies sum to the trace minus the highest level. The trace does not depend on $t$. The highest level starts as π*, which is coupled to the metal orbital but not to the ligand's own π level. To second order it rises by $\beta^2/\Delta$, so the occupied sum falls by $\beta^2/\Delta$, the same as in the two-level model. Odd orders vanish because reversing the sign of the metal orbital reverses $t$ without changing the energy. The omission therefore begins at order $t^4$.

Numerically, halving a small $t$ reduced the omitted energy by a factor of 15.97, close to 16. At $t=1.5$ eV the three-orbital minimized shift is $-15.30$ eV/Å², against $-14.95$ without the filled π level. The omission is about 2% of the three-orbital shift.

**Q.** May I now compare this force constant with a measured carbonyl stretch?

**A.** Not directly. A normal mode also involves masses and other coordinates. Even the static curvature changes if the metal–carbon distance is allowed to follow and the two displacements are coupled. For displacements $x$ of C–O and $y$ of metal–carbon, let the energy be $\frac12k_{xx}x^2+k_{xy}xy+\frac12k_{yy}y^2$, with $k_{yy}>0$. Minimizing over $y$ gives $y=-k_{xy}x/k_{yy}$ and an effective constant $k_{xx}-k_{xy}^2/k_{yy}$, which cannot exceed $k_{xx}$.

Changes in σ donation would alter $U$, and electron repulsion would make the level energies depend on population. Several carbonyls sharing one metal orbital would need a larger matrix. The four-term formula holds for any $\Delta(r)$ and $\beta(r)$, but where $\beta$ falls on stretching, $b<0$, the cross term and the $\gamma b$ part of the coupling term stiffen the bond instead of softening it. Within the stated model, the separation answers a narrower question: how much softening remains when the coupling is held fixed, how much comes from its variation alone, and how much requires both. The numerical output lists the values used.

## Values computed for the example and the checks

```
Unmixed C-O length r0: 1.13 A
Morse depth: 12.0 eV
Morse exponent: 2.2 1/A
Resonance h0: 5.0 eV
Resonance decay a: 2.0 1/A
Half p-energy difference d: 2.0 eV
Gap at r0: 6.0 eV
Metal-carbon orbital coupling t: 1.5 eV
Electrons in the d levels n: 4
Carbon weight in pi*: 0.6857
Coupling beta at r0: 1.2421 eV
Level splitting S: 6.4939 eV
pi* fraction P: 0.03803
Total pi* population nP: 0.1521 electrons
Gap slope: -9.2848 eV/A
Gap curvature: 21.1308 eV/A^2
beta'/beta: 0.2335 1/A
beta''/beta: 0.2192 1/A^2
Anharmonicity gamma: 6.6000 1/A
Mixing slope W': -1.8561 eV/A
Mixing curvature W'': -2.3481 eV/A^2
Elongation part gamma W': -12.2506 eV/A^2
Linear length change: 0.01598 A
Minimized length change: 0.01728 A
Fixed-population: curvature part: 3.2145 eV/A^2
Fixed-population: elongation part: -9.3220 eV/A^2
Fixed-population term: -6.1075 eV/A^2
Population-flow term: -3.8853 eV/A^2
Direct sum (population + flow): -9.9928 eV/A^2
Coupling term: -3.4336 eV/A^2
Cross term: -1.1723 eV/A^2
Linear total shift: -14.5987 eV/A^2
Linear total shift, converted: -233.9 N/m
Unmixed force constant: 116.1600 eV/A^2
Unmixed force constant, converted: 1861.1 N/m
Minimized force constant: 101.2064 eV/A^2
Minimized force constant, converted: 1621.5 N/m
Minimized total shift: -14.9536 eV/A^2
Minimized total shift, converted: -239.6 N/m
Minimized shift, coupling frozen: -10.0682 eV/A^2
Minimized shift, gap frozen: -3.4521 eV/A^2
Minimized non-additive remainder: -1.4332 eV/A^2
Fixed population, harmonic bond: shift: 3.1446 eV/A^2
Fixed population, Morse bond: shift: -6.0049 eV/A^2
Coupling term, reversed polarity: 3.6113 eV/A^2
Three-orbital minimized shift: -15.2950 eV/A^2
Three-orbital length change: 0.01766 A
Equal P, gap 4 eV, t 1.0 eV: flow -5.8279, coupling -2.2891, total -15.3968 eV/A^2
Equal P, gap 6 eV, t 1.5 eV: flow -3.8853, coupling -3.4336, total -14.5987 eV/A^2
Equal P, gap 8 eV, t 2.0 eV: flow -2.9140, coupling -4.5781, total -14.7719 eV/A^2
Remainder ratio on halving W: 4.003
Weak-law error ratio on halving t: 3.999
Omitted-energy ratio on halving t: 15.970
```
